# Localized mode of a zirconium-mass defect in a hafnium-mass chain: test program

```python
"""Localized vibration of one light atom in an infinite harmonic chain.

Result under test: host masses M, equal springs K, one defect mass mu*M.
With eps = 1 - mu > 0 there is exactly one mode above the band maximum
w_m = 2 sqrt(K/M):
    w_L = w_m / sqrt(1 - eps^2),   u_n = u_0 (-r)^|n|,   r = mu/(2 - mu).
For a Zr mass among Hf masses w_L is about 15 percent above w_m.
Tests use K = M = 1; frequencies are then given as ratios to w_m.
The program also sizes effects that the simple chain leaves out.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import i0e


def ring_modes(masses, springs):
    """Frequencies / w_m and displacement patterns of a closed ring.
    Spring j joins atoms j and j+1."""
    size = len(masses)
    force = np.zeros((size, size))
    for j, k in enumerate(springs):
        nxt = (j + 1) % size
        force[j, j] += k
        force[nxt, nxt] += k
        force[j, nxt] -= k
        force[nxt, j] -= k
    root_mass = np.sqrt(masses)
    squares, vectors = np.linalg.eigh(force / np.outer(root_mass, root_mass))
    ratios = np.sqrt(np.maximum(squares, 0.0)) / 2.0
    return ratios, vectors / root_mass[:, None]


def defect_ring(mass_ratio, sites=(0,), spring_change=0.0, size=200):
    masses = np.ones(size)
    masses[list(sites)] = mass_ratio
    springs = np.ones(size)
    springs[[0, -1]] += spring_change     # the two springs of atom 0
    return ring_modes(masses, springs)


# ---------- inputs ----------
mass_hf_u, mass_zr_u, mass_o_u = 178.49, 91.224, 15.999
spring = 100.0                            # N/m, round model value
mu = mass_zr_u / mass_hf_u
eps = 1.0 - mu
r = mu / (2.0 - mu)
ratio_local = 1.0 / np.sqrt(1.0 - eps**2)

# ---------- single defect: formula against diagonalization ----------
pure, _ = ring_modes(np.ones(200), np.ones(200))
assert abs(pure[-1] - 1.0) < 1e-10
for test_mu in (0.2, mu, 0.7, 0.9):
    freq, shapes = defect_ring(test_mu)
    test_eps = 1.0 - test_mu
    assert np.sum(freq > 1.0 + 1e-9) == 1
    assert abs(freq[-1] - 1.0 / np.sqrt(1.0 - test_eps**2)) < 1e-8
    shape = shapes[:, -1] / shapes[0, -1]
    expected = (-test_mu / (2.0 - test_mu)) ** np.arange(6)
    assert np.allclose(shape[:6], expected, atol=1e-7)
    weights = np.ones(200)
    weights[0] = test_mu
    modal_mass = np.sum(weights * shape**2)
    assert abs(modal_mass - (1 - test_eps**2) / (2 * test_eps)) < 1e-6
heavy, _ = defect_ring(1.5)
assert np.sum(heavy > 1.0 + 1e-9) == 0    # a heavy atom binds no mode

# ---------- response condition by quadrature over the band ----------
x_local = ratio_local**2
band_average = quad(lambda q: 1.0 / (x_local - np.sin(q / 2)**2),
                    0.0, np.pi)[0] / np.pi
assert abs(eps * x_local * band_average - 1.0) < 1e-8

freq, shapes = defect_ring(mu)
pattern = shapes[:4, -1] / shapes[0, -1]
modal_mass_u = mass_hf_u * (1.0 - eps**2) / (2.0 * eps)
kinetic_share = mass_zr_u / modal_mass_u

# ---------- changed springs at the defect ----------
step = 1e-4
up = defect_ring(mu, spring_change=step)[0][-1]
down = defect_ring(mu, spring_change=-step)[0][-1]
slope_numeric = (up - down) / (2 * step * ratio_local)
slope = 2.0 * eps / (1.0 + eps)**2
assert abs(slope_numeric - slope) < 1e-6
ratio_soft = defect_ring(mu, spring_change=-0.1)[0][-1]
ratio_stiff = defect_ring(mu, spring_change=0.1)[0][-1]


# ---------- two defects ----------
def pair_ratio(distance, sign):
    decay = brentq(lambda s: eps * (1 + s) * (1 + sign * s**distance)
                   - (1 - s), 0.01, 0.9)
    return (1 + decay) / (2 * np.sqrt(decay))


pair_near = pair_ratio(1, +1)
pair_far_high, pair_far_low = pair_ratio(4, +1), pair_ratio(4, -1)
assert abs(defect_ring(mu, (0, 1))[0][-1] - pair_near) < 1e-8
far_modes = defect_ring(mu, (0, 4))[0][-2:]
assert np.allclose(far_modes, [pair_far_low, pair_far_high], atol=1e-8)

# ---------- oxygen atoms placed between the metal atoms ----------
m_o = mass_o_u / mass_hf_u


def oxygen_condition(w2):
    reduced = 1.0 - m_o * w2 / 4.0
    host = reduced + m_o
    defect = mu * reduced + m_o
    return w2 * defect * (2 * host - defect) - 4.0 * host


ratio_oxygen = np.sqrt(brentq(oxygen_condition, 4.0, 8.0)) / 2.0
oxide_masses = np.ones(400)
oxide_masses[1::2] = m_o
oxide_springs = 2.0 * np.ones(400)
optic_bottom = 1.0 / np.sqrt(m_o)
oxide_pure, _ = ring_modes(oxide_masses, oxide_springs)
assert abs(oxide_pure[199] - 1.0) < 1e-9
assert abs(oxide_pure[200] - optic_bottom) < 1e-8
oxide_masses[0] = mu
oxide, _ = ring_modes(oxide_masses, oxide_springs)
in_gap = oxide[(oxide > 1 + 1e-7) & (oxide < optic_bottom - 1e-7)]
assert len(in_gap) == 1 and abs(in_gap[0] - ratio_oxygen) < 1e-8


# ---------- simple cubic lattice, one scalar displacement per site ----------
def cubic_response(x):
    """x * average of 1/(x - w_q^2/w_max^2), with t = s^2."""
    integral = quad(lambda s: 2 * s * np.exp(-6 * (x - 1) * s * s)
                    * i0e(s * s)**3, 0.0, np.inf, limit=300)[0]
    return 6.0 * x * integral


eps_threshold = 1.0 / cubic_response(1.0)
x_cubic = brentq(lambda x: eps * cubic_response(x) - 1.0, 1.0001, 2.0)
ratio_cubic = np.sqrt(x_cubic)

edge = 10
one = np.eye(edge)
lap = 2 * one - np.roll(one, 1, axis=0) - np.roll(one, -1, axis=0)
cluster = (np.kron(np.kron(lap, one), one) + np.kron(np.kron(one, lap), one)
           + np.kron(np.kron(one, one), lap))
cluster[0, :] /= np.sqrt(mu)
cluster[:, 0] /= np.sqrt(mu)
ratio_cluster = np.sqrt(np.linalg.eigvalsh(cluster)[-1] / 12.0)
assert abs(ratio_cluster - ratio_cubic) < 1e-3   # finite-cluster error


def edge_sum(points):
    c = np.cos(2 * np.pi * (np.arange(points) + 0.5) / points)
    total = c[:, None, None] + c[None, :, None] + c[None, None, :]
    return np.mean(6.0 / (3.0 + total))


# the leading grid error falls as 1/points and is removed here
extrapolated = 2 * edge_sum(80) - edge_sum(40)
assert abs(extrapolated * eps_threshold - 1.0) < 2e-3
assert eps > eps_threshold

# ---------- physical scale and thermal softening ----------
mass_hf = mass_hf_u * const.atomic_mass
f_band = 2.0 * np.sqrt(spring / mass_hf) / (2 * np.pi)
f_local = ratio_local * f_band
to_wavenumber = 1.0 / (100.0 * const.c)
gruneisen, expansion, temperature = 2.0, 2.0e-5, 300.0   # rough inputs
softening = gruneisen * expansion * temperature

assert 0.14 < ratio_local - 1.0 < 0.155


def percent(value):
    return f"{100 * (value - 1):.2f} %"


print(f"Hf mass (input): {mass_hf_u:.2f} u")
print(f"Zr mass (input): {mass_zr_u:.3f} u")
print(f"O mass (input): {mass_o_u:.3f} u")
print(f"spring constant K (input): {spring:.1f} N/m")
print(f"mass ratio mu: {mu:.4f}")
print(f"mass defect eps: {eps:.4f}")
print(f"1 - eps^2: {1 - eps**2:.4f}")
print(f"decay factor r: {r:.4f}")
print(f"w_L/w_m, formula: {ratio_local:.5f}")
print(f"w_L/w_m, ring of 200 atoms: {freq[-1]:.5f}")
print(f"height above band maximum: {percent(ratio_local)}")
print(f"band maximum: {f_band / 1e12:.3f} THz")
print(f"localized mode: {f_local / 1e12:.3f} THz")
print(f"gap between them: {(f_local - f_band) / 1e12:.3f} THz")
print(f"band maximum, converted: {f_band * to_wavenumber:.1f} cm^-1")
print(f"localized mode, converted: {f_local * to_wavenumber:.1f} cm^-1")
for site, value in enumerate(pattern):
    print(f"displacement u_{site}/u_0 (ring): {value:.4f}")
print(f"modal mass: {modal_mass_u:.2f} u")
print(f"kinetic-energy share of Zr: {kinetic_share:.4f}")
print("Neglected effects; heights are above the band maximum")
print(f"relative shift per relative spring change: {slope:.4f}")
print(f"height, defect springs 10 % softer: {percent(ratio_soft)}")
print(f"height, defect springs 10 % stiffer: {percent(ratio_stiff)}")
print(f"height, adjacent Zr pair, top mode: {percent(pair_near)}")
print(f"height, Zr pair 4 sites apart, upper: {percent(pair_far_high)}")
print(f"height, Zr pair 4 sites apart, lower: {percent(pair_far_low)}")
print(f"height, oxygen inertia included: {percent(ratio_oxygen)}")
print(f"optic band bottom / w_m, oxygen chain: {optic_bottom:.3f}")
print(f"height, cubic scalar lattice: {percent(ratio_cubic)}")
print(f"height, cubic cluster of 1000 atoms: {percent(ratio_cluster)}")
print(f"threshold eps, cubic scalar lattice: {eps_threshold:.4f}")
print(f"Grueneisen parameter (rough input): {gruneisen:.1f}")
print(f"volume expansion (rough input): {expansion:.1e} 1/K")
print(f"temperature of use (input): {temperature:.0f} K")
print(f"thermal softening from 0 K, rough: {100 * softening:.1f} %")
print("PASS")
```

Printed output:

```
Hf mass (input): 178.49 u
Zr mass (input): 91.224 u
O mass (input): 15.999 u
spring constant K (input): 100.0 N/m
mass ratio mu: 0.5111
mass defect eps: 0.4889
1 - eps^2: 0.7610
decay factor r: 0.3433
w_L/w_m, formula: 1.14635
w_L/w_m, ring of 200 atoms: 1.14635
height above band maximum: 14.64 %
band maximum: 5.847 THz
localized mode: 6.702 THz
gap between them: 0.856 THz
band maximum, converted: 195.0 cm^-1
localized mode, converted: 223.6 cm^-1
displacement u_0/u_0 (ring): 1.0000
displacement u_1/u_0 (ring): -0.3433
displacement u_2/u_0 (ring): 0.1178
displacement u_3/u_0 (ring): -0.0404
modal mass: 138.90 u
kinetic-energy share of Zr: 0.6567
Neglected effects; heights are above the band maximum
relative shift per relative spring change: 0.4411
height, defect springs 10 % softer: 9.55 %
height, defect springs 10 % stiffer: 19.63 %
height, adjacent Zr pair, top mode: 25.96 %
height, Zr pair 4 sites apart, upper: 15.11 %
height, Zr pair 4 sites apart, lower: 14.10 %
height, oxygen inertia included: 13.02 %
optic band bottom / w_m, oxygen chain: 3.340
height, cubic scalar lattice: 6.62 %
height, cubic cluster of 1000 atoms: 6.62 %
threshold eps, cubic scalar lattice: 0.3297
Grueneisen parameter (rough input): 2.0
volume expansion (rough input): 2.0e-05 1/K
temperature of use (input): 300 K
thermal softening from 0 K, rough: 1.2 %
PASS
```
